# Variance of Scaled Terrace Widths in the Generalized Wigner Surmise

## Problem

A vicinal surface is a staircase of flat terraces separated by steps of atomic height. Let \(w\) be the distance between neighbouring steps, \(\langle w\rangle\) its mean, and \(s=w/\langle w\rangle\) the scaled terrace width. The generalized Wigner surmise describes the equilibrium distribution of \(s\) by

\[
P(s)=a\,s^{\rho}e^{-bs^{2}},\qquad s>0,
\]

where \(a\) and \(b\) are fixed by unit norm and unit mean.

(a) Two steps that cannot cross repel each other with an energy \(A/x^2\) per unit length at separation \(x\), and a harmonic potential confines them. Show that their separation follows the surmise, and relate \(\rho\) to \(A\). Which repulsions belong to \(\rho=2\) and \(\rho=4\)?

(b) Find \(a\), \(b\) and the variance \(\sigma^2=\langle s^2\rangle-1\) for general \(\rho\).

(c) Evaluate them for \(\rho=2\) and \(\rho=4\). Are the rounded variances 0.178 and 0.105 correct to three decimals?

(d) Show that the variance falls throughout the range between these exponents, and find its behaviour at large \(\rho\).

(e) For a mean terrace width of 5 nm, find the standard deviation and the fraction of terraces narrower than half the mean, for both exponents.

(f) For \(\rho=2\), compare the surmise with a surface of many steps.

Scaled quantities are dimensionless, and widths are given in nanometres.

## Solution

### (a) Where the exponent comes from

Let the steps run on average along \(y\), with positions \(x_1(y)<x_2(y)\). For small slopes the energy is

\[
\int dy\left[\frac{\tilde\beta}{2}\left(x_1'^2+x_2'^2\right)+V(x_1,x_2)\right],
\]
\[
V=\frac{A}{(x_2-x_1)^2}+\frac{k}{2}(x_1^2+x_2^2).
\]

Here \(\tilde\beta\) is the step stiffness, an energy per length, and \(k\) is the strength of the confinement, which stands in for the neighbouring steps. We take \(A\ge 0\).

Let \(Z(x_1,x_2;y)\) be the sum of Boltzmann weights of all configurations below height \(y\) that end at \(x_1,x_2\). Over a short length \(\Delta y\), the stiffness term gives each step a Gaussian displacement \(\xi\) with weight \(\exp[-\tilde\beta\xi^2/(2k_BT\Delta y)]\). Its mean is zero and its variance is \(k_BT\Delta y/\tilde\beta\). Averaging a smooth function over \(\xi\) adds half this variance times the second derivative. The potential multiplies the weight by \(1-V\Delta y/k_BT\). Apart from a constant normalization, to first order in \(\Delta y\),

\[
\frac{\partial Z}{\partial y}=\frac{k_BT}{2\tilde\beta}\left(\frac{\partial^2}{\partial x_1^2}+\frac{\partial^2}{\partial x_2^2}\right)Z-\frac{V}{k_BT}Z .
\]

This is a Schrödinger equation in imaginary time, with \(y\) as the time. Far from the ends of long steps, the lowest eigenfunction \(\psi\) dominates. The probability of a configuration at a given height is the product of the weights from below and from above, and so is proportional to \(\psi^2\).

Set \(x=x_2-x_1\) and \(X=(x_1+x_2)/2\). Then \(\partial_{x_1}=-\partial_x+\tfrac12\partial_X\) and \(\partial_{x_2}=\partial_x+\tfrac12\partial_X\). In the sum of squares the cross terms cancel:

\[
\partial_{x_1}^2+\partial_{x_2}^2=2\partial_x^2+\tfrac12\partial_X^2 .
\]

Also \(x_1^2+x_2^2=2X^2+x^2/2\), so the confinement contributes \(kx^2/4\) to the relative motion, and the problem separates. Dividing the relative part by \(k_BT/\tilde\beta\) gives

\[
-\psi''+\left(\frac{\tilde A}{x^2}+\omega^2x^2\right)\psi=E\psi,
\]
\[
\tilde A=\frac{A\tilde\beta}{(k_BT)^2},\qquad
\omega^2=\frac{k\tilde\beta}{4(k_BT)^2},
\]

where \(\psi\) now denotes the relative factor alone. Since steps cannot cross, \(\psi\) vanishes at \(x=0\).

Try \(\psi=x^{\alpha}e^{-\omega x^2/2}\). Its logarithmic derivative is \(\psi'/\psi=\alpha/x-\omega x\), hence

\[
\frac{\psi''}{\psi}=\left(\frac{\alpha}{x}-\omega x\right)^2-\frac{\alpha}{x^2}-\omega
=\frac{\alpha(\alpha-1)}{x^2}+\omega^2x^2-(2\alpha+1)\omega .
\]

The equation is satisfied if \(\alpha(\alpha-1)=\tilde A\) and \(E=(2\alpha+1)\omega\). The root that vanishes at contact is \(\alpha=\tfrac12(1+\sqrt{1+4\tilde A})\). The other root gives a constant at contact for \(\tilde A=0\) and a divergence for \(\tilde A>0\). The solution has no node for \(x>0\), so it is the ground state: a second nodeless state could not be orthogonal to it.

The separation therefore has density \(\psi^2\propto x^{2\alpha}e^{-\omega x^2}\). With \(\rho=2\alpha\),

\[
\rho=1+\sqrt{1+4\tilde A},\qquad \tilde A=\frac{\rho(\rho-2)}{4},\qquad E=(\rho+1)\omega .
\]

Scaling \(x\) by its mean gives the surmise with \(b=\omega\langle x\rangle^2\). The confinement sets the length scale and drops out of the scaled distribution.

For \(\rho=2\), \(\tilde A=0\): there is no energetic repulsion, and the steps avoid each other because crossing is forbidden. For \(\rho=4\), \(\tilde A=2\). Diagonalizing the relative equation on a grid gives \(E/\omega=3.0000\) and \(5.0000\) for these two cases, as the formula requires.

The result holds for this two-step model. On a real staircase the neighbours fluctuate too, and replacing them by a fixed harmonic potential is an approximation.

### (b) Constants and variance

All moments follow from one integral. Put \(u=bs^2\), so that \(s=(u/b)^{1/2}\) and \(ds=\tfrac12b^{-1/2}u^{-1/2}du\). Then

\[
I_n=\int_0^\infty s^{\rho+n}e^{-bs^2}ds
=\frac12\,b^{-(\rho+n+1)/2}\,\Gamma\!\left(\frac{\rho+n+1}{2}\right).
\]

Unit norm requires \(aI_0=1\), hence

\[
a=\frac{2\,b^{(\rho+1)/2}}{\Gamma\!\left(\frac{\rho+1}{2}\right)} .
\]

Unit mean requires \(I_1/I_0=1\). The ratio contains one factor \(b^{-1/2}\), so

\[
b^{-1/2}\,\frac{\Gamma\!\left(\frac{\rho+2}{2}\right)}{\Gamma\!\left(\frac{\rho+1}{2}\right)}=1,
\qquad
b=\left[\frac{\Gamma\!\left(\frac{\rho+2}{2}\right)}{\Gamma\!\left(\frac{\rho+1}{2}\right)}\right]^2 .
\]

For the second moment, use \(\Gamma(z+1)=z\Gamma(z)\) with \(z=(\rho+1)/2\):

\[
\langle s^2\rangle=\frac{I_2}{I_0}
=\frac1b\,\frac{\Gamma\!\left(\frac{\rho+3}{2}\right)}{\Gamma\!\left(\frac{\rho+1}{2}\right)}
=\frac{\rho+1}{2b}.
\]

The mean is one, so its square is subtracted as one:

\[
\boxed{\;\sigma^2(\rho)=\frac{\rho+1}{2}\left[\frac{\Gamma\!\left(\frac{\rho+1}{2}\right)}{\Gamma\!\left(\frac{\rho+2}{2}\right)}\right]^2-1\;}
\]

The variance of the unscaled width is \(\langle w\rangle^2\sigma^2\).

### (c) The two exponents

The gamma functions needed are \(\Gamma(2)=1\), \(\Gamma(3)=2\), \(\Gamma(3/2)=\sqrt\pi/2\) and \(\Gamma(5/2)=\tfrac32\Gamma(3/2)=3\sqrt\pi/4\).

For \(\rho=2\), \(\sqrt b=\Gamma(2)/\Gamma(3/2)=2/\sqrt\pi\). Thus

\[
b=\frac4\pi,\qquad
a=2\cdot\frac{8}{\pi^{3/2}}\cdot\frac{2}{\sqrt\pi}=\frac{32}{\pi^2},
\]
\[
\sigma^2=\frac{3}{2b}-1=\frac{3\pi}{8}-1=0.1781 .
\]

For \(\rho=4\), \(\sqrt b=\Gamma(3)/\Gamma(5/2)=8/(3\sqrt\pi)\). In the formula for \(a\), the factor \(2/\Gamma(5/2)=8/(3\sqrt\pi)\) is again \(\sqrt b\), so \(a=b^{5/2}\sqrt b=b^3\):

\[
b=\frac{64}{9\pi},\qquad a=\left(\frac{64}{9\pi}\right)^3,
\]
\[
\sigma^2=\frac{5}{2b}-1=\frac{45\pi}{128}-1=0.10447 .
\]

Numerically, \(a=3.242\) and \(b=1.273\) for \(\rho=2\), while \(a=11.597\) and \(b=2.264\) for \(\rho=4\). Direct quadrature of the moments reproduces both variances.

The value 0.178 is correct to three decimals. The value 0.105 is slightly high: the second variance rounds to 0.104. The variance at \(\rho=4\) is 0.587 times that at \(\rho=2\), a reduction of about 41 percent.

An error in the third decimal carries over to a repulsion inferred from the variance through the surmise. From \(\tilde A=\rho(\rho-2)/4\), \(d\tilde A/d\rho=(\rho-1)/2\), which is 1.5 at \(\rho=4\). The slope of the variance there, derived in (d), is \(-0.0217\). A change \(\delta\sigma^2\) thus changes the inferred repulsion by

\[
\delta\tilde A\approx\frac{1.5}{-0.0217}\,\delta\sigma^2\approx-69\,\delta\sigma^2 .
\]

Reading 0.105 in place of 0.10447 lowers the inferred \(\tilde A\) by about 0.04, or 2 percent of its value of 2.

### (d) The fall between the exponents, and the large-exponent limit

Two end values do not show what happens between them. With \(z=(\rho+1)/2\), the variance formula reads

\[
1+\sigma^2=\frac{z\,\Gamma(z)^2}{\Gamma(z+\frac12)^2}
=\frac{\Gamma(z)\,\Gamma(z+1)}{\Gamma(z+\frac12)^2}.
\]

Let \(D(z)=d\ln\Gamma(z)/dz\) be the digamma function. Taking the logarithm, differentiating, and using \(dz/d\rho=\tfrac12\), we find

\[
\frac{d\sigma^2}{d\rho}=\frac{1+\sigma^2}{2}\,B(z),
\qquad
B(z)=D(z)+D(z+1)-2D(z+\tfrac12).
\]

The sign of \(B\) follows from Euler's limit for the gamma function,

\[
\Gamma(z)=\lim_{n\to\infty}\frac{n!\,n^z}{z(z+1)\cdots(z+n)},
\]

whose logarithmic derivative is

\[
D(z)=\lim_{n\to\infty}\left[\ln n-\sum_{k=0}^{n}\frac{1}{z+k}\right].
\]

In \(B\) the logarithms cancel, because their coefficients add to \(1+1-2=0\). With \(c_k=z+k+\tfrac12\),

\[
B(z)=-\sum_{k=0}^\infty\left[\frac{1}{c_k-\frac12}+\frac{1}{c_k+\frac12}-\frac{2}{c_k}\right].
\]

The first two fractions add to \(2c_k/(c_k^2-\tfrac14)\). Subtracting \(2/c_k\) over a common denominator leaves

\[
\frac{2c_k^2-2(c_k^2-\frac14)}{c_k(c_k^2-\frac14)}
=\frac{1}{2c_k(c_k^2-\frac14)}>0 ,
\]

since \(c_k>\tfrac12\) for \(z>0\). Every term in the sum is positive, so \(B<0\) and the variance decreases strictly with \(\rho\). This covers the whole interval from 2 to 4, including non-integer exponents.

The slopes are \(-0.0624\), \(-0.0344\) and \(-0.0217\) at \(\rho=2\), 3 and 4. They were tested against finite differences of variances obtained by quadrature. The fall is steepest at the weakly repelling end, so a given change of exponent is easier to detect there.

For large \(\rho\), the distribution becomes a narrow peak. Write \(\ln P=\ln a+\rho\ln s-bs^2\). Its derivative vanishes at \(s_0^2=\rho/(2b)\), and its second derivative there is

\[
-\frac{\rho}{s_0^2}-2b=-4b .
\]

A Gaussian with this curvature has variance \(1/(4b)\). The peak must approach the unit mean, so \(s_0\to1\) and \(b\to\rho/2\). To leading order,

\[
\sigma^2\simeq\frac{1}{2\rho}\qquad(\rho\to\infty).
\]

Since \(\rho\simeq2\sqrt{\tilde A}\) for strong repulsion, \(\sigma^2\simeq1/(4\sqrt{\tilde A})\): within this model the relative width of the distribution falls only as \(\tilde A^{-1/4}\). At \(\rho=4\) the form \(1/(2\rho)\) gives 0.125, which is 20 percent above the surmise value 0.10447. The form \(1/(4\sqrt{\tilde A})\) makes the further replacement of \(\rho\) by \(2\sqrt{\tilde A}\), which is 2.83 rather than 4 at \(\tilde A=2\); it gives 0.177, about 69 percent too high. The limit explains the trend but does not replace the full formula at these exponents.

### (e) A mean terrace width of 5 nm

The standard deviation of \(w\) is \(\langle w\rangle\sigma\). For the two exponents,

\[
\rho=2:\quad 5\ \text{nm}\times0.4220=2.110\ \text{nm},
\]
\[
\rho=4:\quad 5\ \text{nm}\times0.3232=1.616\ \text{nm}.
\]

The relative reduction in standard deviation is about 23 percent, smaller than the reduction in variance because of the square root.

The fraction of terraces below half the mean is the integral of \(P\) from 0 to \(\tfrac12\). The substitution \(u=bs^2\) turns the upper limit into \(b/4\), and the prefactor becomes \(a/(2b^z)=1/\Gamma(z)\):

\[
F=\int_0^{1/2}P(s)\,ds
=\frac{1}{\Gamma(z)}\int_0^{b/4}u^{z-1}e^{-u}\,du,
\qquad z=\frac{\rho+1}{2}.
\]

This is the regularized lower incomplete gamma function. It gives \(F=0.112\) for \(\rho=2\) and \(F=0.0487\) for \(\rho=4\). Here \(F\) is the fraction of terraces narrower than 2.5 nm, counted by number and not by area. It falls by a factor of about 2.3.

The ratio of the two fractions grows for still narrower terraces, although both fractions go to zero. When \(bs^2\ll1\), the exponential is close to one, and the fraction below \(s\) is approximately \(a s^{\rho+1}/(\rho+1)\). It vanishes as \(s^3\) for \(\rho=2\) and as \(s^5\) for \(\rho=4\). The repulsion thus removes close pairs much more strongly than the variance alone suggests.

### (f) Many steps without energetic repulsion

For \(\rho=2\) the fixed neighbours can be replaced by moving ones. Put \(N\) non-crossing steps on a ring of circumference \(N\), so that the mean spacing is one. The equation for \(Z\) now contains second derivatives alone, with \(Z=0\) whenever two steps meet. Take the plane waves

\[
\phi_j(x)=\frac{1}{\sqrt N}e^{2\pi i k_jx/N},\qquad
k_j=j-\frac{N+1}{2},\quad j=1,\dots,N,
\]

and form \(\Psi=\det[\phi_j(x_l)]/\sqrt{N!}\). It solves the free equation and vanishes at contact. It is a Vandermonde determinant, and since the \(k_j\) add to zero it is proportional to \(\prod_{j<l}\sin[\pi(x_l-x_j)/N]\). Within one ordering of the steps around the ring this product has no node, so \(|\Psi|\) is the ground state. The steps have the position statistics of free fermions.

Let \(E(s)\) now be the probability that a given interval of length \(s\) contains no step. It is the integral of \(|\Psi|^2\) with every coordinate outside the interval. Expanding both determinants gives a double sum over permutations. For each permutation in the first, the sum over the second gives the same determinant of one-particle overlaps. The \(N!\) equal terms cancel the \(1/N!\) from normalization. The overlap outside the interval is \(\delta_{jl}\) minus the overlap inside, so, with the interval centred at zero,

\[
E(s)=\det\left[\delta_{jl}-\frac{\sin[\pi(j-l)s/N]}{\pi(j-l)}\right],
\]

where the fraction equals \(s/N\) for \(j=l\).

This probability determines the variance. Let \(p(t)\) be the density of gap widths. At unit step density there are \(p(t)\,dt\) gaps of width \(t\) per unit length, and an interval of length \(s<t\) can be placed inside such a gap over a range \(t-s\). Therefore

\[
E(s)=\int_s^\infty(t-s)\,p(t)\,dt,
\]
\[
\int_0^\infty E(s)\,ds=\int_0^\infty p(t)\int_0^t(t-s)\,ds\,dt=\frac{\langle t^2\rangle}{2},
\]

with \(p(t)=0\) beyond the circumference. The variance is \(2\int E\,ds-1\).

Numerical integration gives 0.17987 for 40 steps and 0.17996 for 80. The change of 0.00009 is small compared with the difference from the surmise,

\[
0.17996-0.17810\approx0.0019,
\]

which is 1.0 percent of the 80-step value. The surmise therefore gives a good approximation to the variance of this many-step model, but not the exact value: its 0.178 becomes 0.180 when all the steps fluctuate.

This difference also limits what can be inferred. If the many-step variance were interpreted through the surmise, the exponent would shift by \(-0.00187/0.0624\approx-0.03\). Near \(\rho=2\), \(d\tilde A/d\rho=\tfrac12\), so the inferred \(\tilde A\) would be about \(-0.015\), a weak attraction that is absent from the model. The comparison concerns \(\rho=2\); it does not establish the accuracy of the surmise for many steps at \(\rho=4\).

Both descriptions assume equilibrium, a continuous step position and, where energetic repulsion is present, an inverse-square law. They can fail when terraces are only a few atomic spacings wide, when steps attract or bunch, or when growth drives the staircase away from equilibrium. In such cases a variance near 0.104 does not by itself demonstrate that \(\tilde A=2\).

## Table of computed values

```
chosen mean terrace width = 5.0 nm
exponent rho = 2
  step repulsion strength = 0.0 (dimensionless)
  a = 3.24228 (dimensionless)
  b = 1.27324 (dimensionless)
  mean of s^2 = 1.17810 (dimensionless)
  variance, formula = 0.17810 (dimensionless)
  variance, quadrature = 0.17810 (dimensionless)
  variance, two-step grid = 0.17810 (dimensionless)
  two-step energy / omega = 3.0000 (dimensionless)
  standard deviation of s = 0.4220 (dimensionless)
  standard deviation of w = 2.110 nm
  fraction with s < 1/2 = 0.1120 (dimensionless)
exponent rho = 4
  step repulsion strength = 2.0 (dimensionless)
  a = 11.59746 (dimensionless)
  b = 2.26354 (dimensionless)
  mean of s^2 = 1.10447 (dimensionless)
  variance, formula = 0.10447 (dimensionless)
  variance, quadrature = 0.10447 (dimensionless)
  variance, two-step grid = 0.10447 (dimensionless)
  two-step energy / omega = 5.0000 (dimensionless)
  standard deviation of s = 0.3232 (dimensionless)
  standard deviation of w = 1.616 nm
  fraction with s < 1/2 = 0.0487 (dimensionless)
variance ratio, rho 4 to rho 2 = 0.5866 (dimensionless)
variance slope at rho = 2: -0.06239 (dimensionless)
variance slope at rho = 3: -0.03437 (dimensionless)
variance slope at rho = 4: -0.02168 (dimensionless)
ring variance, 40 steps, rho = 2: 0.17987 (dimensionless)
ring variance, 80 steps, rho = 2: 0.17996 (dimensionless)
ring (80) minus surmise, rho = 2: 0.00187 (dimensionless)
same, relative to ring value: 1.04 percent
```
